# Pulse Ratio and Cation Composition in Supercycle Atomic Layer Deposition

**The argument under review**

The manuscript describes a mixed oxide grown by atomic layer deposition. One supercycle consists of one cycle of cation A followed by four cycles of cation B. A cycle means a precursor pulse, a purge, an oxidant pulse and a second purge. The authors assign the film a cation fraction of 20 percent A, and they argue as follows:

> Every pulse is self-limiting. Each cycle therefore contributes a fixed amount of its cation, and one cycle in five is an A cycle. The composition is set by the pulse ratio.

The first sentence may be granted. Saturation means that a longer pulse on the same surface gives no further uptake. To reach the conclusion by this argument, three more premises are needed: that an A cycle and a B cycle deposit equal numbers of cations, that these numbers do not depend on the surface left by the preceding cycle, and that no deposited cation leaves later. None of these follows from saturation. The question is what composition results when they are dropped.

**What has to be counted**

Let a supercycle contain \(m\) cycles of A and then \(n\) cycles of B. The pulse fraction of A is

\[
f=\frac{m}{m+n}.
\]

The film composition is a ratio of retained cations. If \(D_i\) cations of species \(i\) are deposited during a supercycle and \(R_i\) are removed, then

\[
N_i=D_i-R_i,\qquad X=\frac{N_A}{N_A+N_B}.
\]

This is conservation of cations and assumes no growth mechanism. Neither \(D_i\) nor \(R_i\) can be read from the number of pulses.

Removal can take two forms. In replacement, the A precursor takes the place of a cation already in the film. For divalent cations and a singly charged ligand L, the net reaction can be written

\[
\mathrm{AL_2}+\mathrm{BO}\rightarrow \mathrm{AO}+\mathrm{BL_2},
\]

with volatile \(\mathrm{BL_2}\). One A enters, one B leaves, and the oxygen stays. In etching without deposition, B leaves and no A takes its place. I treat replacement first, because it leads to a closed result for any \(m\) and \(n\).

**A model with surface memory**

Take AO and BO to have cations of equal valence. Divide the surface into independent columns, each with one accessible top cation. Pulses saturate, purges are complete, and cations do not diffuse between layers. For each column and each complete cycle, define these probabilities:

- \(a_A\): an A cycle adds A on a column topped by A.
- \(a_B\): an A cycle adds A on a column topped by B.
- \(r\): an A cycle replaces a top B by A.
- \(b_B\): a B cycle adds B on a column topped by B.
- \(b_A\): a B cycle adds B on a column topped by A.

The letter names the incoming cation and the subscript the cation it meets. The B precursor is assumed not to replace A. Addition and replacement are alternative events, so \(a_B+r\le 1\). Probabilities below one express the incomplete coverage left by a saturated pulse, for instance because ligands block neighbouring sites.

Let \(x\) be the fraction of columns topped by A. During an A cycle, a column topped by A stays so, whether or not it gains another A. A column topped by B becomes topped by A through addition or replacement, with total probability

\[
c=a_B+r.
\]

The B-topped fraction is therefore multiplied by \(1-c\) in each A cycle. During a B cycle, a column topped by B stays so, and a column topped by A is covered with probability \(b_A\). The A-topped fraction is then multiplied by \(1-b_A\). Over whole blocks the factors are

\[
Q_A=(1-c)^m,\qquad Q_B=(1-b_A)^n .
\]

Let \(x_0\) be the A-topped fraction before the A block and \(x_1\) the fraction after it. Then

\[
1-x_1=Q_A(1-x_0),\qquad x_0'=Q_Bx_1,
\]

where \(x_0'\) is the value at the start of the next supercycle. Eliminating \(x_1\) gives

\[
x_0'=Q_B(1-Q_A)+Q_AQ_Bx_0. \tag{1}
\]

In the periodic state \(x_0'=x_0\). Collecting the terms in \(x_0\) gives

\[
x_0=\frac{Q_B(1-Q_A)}{1-Q_AQ_B},\qquad
x_1=1-Q_A(1-x_0)=\frac{1-Q_A}{1-Q_AQ_B}. \tag{2}
\]

I take \(c>0\) and \(b_A>0\), so that each species can cover the other. Subtracting the periodic solution from equation (1) shows that a deviation in \(x_0\) is multiplied by \(Q_AQ_B\) in each supercycle. This product measures how much of the initial surface is remembered.

**Net cations per supercycle**

Let \(J\) be the number of changes of top cation from B to A, per column and supercycle. These changes occur in the A block, where no change goes the other way, so \(J=x_1-x_0\). From equation (2),

\[
J=\frac{(1-Q_A)-Q_B(1-Q_A)}{1-Q_AQ_B}
=\frac{(1-Q_A)(1-Q_B)}{1-Q_AQ_B}. \tag{3}
\]

Periodicity requires the same number of changes from A to B in the B block.

In an A cycle that starts with A-topped fraction \(x\), the mean gain of A per column is

\[
a_Ax+c(1-x)=a_A+(c-a_A)(1-x).
\]

Let \(S_A\) be the sum of \(1-x\) over the starts of the \(m\) A cycles. The number of changes from B to A is \(cS_A\), and it is also \(J\). Hence \(S_A=J/c\), and

\[
N_A=ma_A+(c-a_A)\frac{J}{c}
=ma_A+J\left(1-\frac{a_A}{c}\right). \tag{4}
\]

In a B cycle the mean deposition is

\[
b_B(1-x)+b_Ax=b_B+(b_A-b_B)x.
\]

Let \(S_B\) be the sum of \(x\) over the starts of the \(n\) B cycles. The changes from A to B number \(b_AS_B=J\), so \(S_B=J/b_A\). The deposited amount is

\[
D_B=nb_B+J\left(1-\frac{b_B}{b_A}\right).
\]

The A block removes \(R_B=rS_A=rJ/c\). Subtracting this loss gives

\[
N_B=nb_B+J\left(1-\frac{b_B}{b_A}-\frac{r}{c}\right). \tag{5}
\]

Replacement thus enters twice. It subtracts B directly, and through \(c\) it changes the surface that later cycles meet. The A cations gained by replacement are already included in equation (4) and must not be added again.

**The 1:4 recipe evaluated**

The following are chosen model parameters, not data for a material: \(a_A=0.30\), \(a_B=0.40\), \(r=0.20\), \(b_B=0.20\) and \(b_A=0.10\), with 10 columns per nm². A is taken up more readily on B than on A, while B grows poorly on A.

For \(m=1\) and \(n=4\), \(c=0.40+0.20=0.60\), so

\[
Q_A=0.4000,\qquad Q_B=0.90^4=0.6561,\qquad Q_AQ_B=0.2624.
\]

Equation (2) gives \(x_0=0.5337\) and \(x_1=0.8135\). After four B cycles, more than half of the columns still end in A. Their difference is \(J=0.2798\), and the net counts per column are

\[
N_A=0.30+0.2798\left(1-\frac{0.30}{0.60}\right)=0.4399,
\]

\[
N_B=4(0.20)+0.2798\left(1-\frac{0.20}{0.10}-\frac{0.20}{0.60}\right)=0.4270.
\]

The last digit follows from the unrounded \(J\). The composition is

\[
X=\frac{0.4399}{0.4399+0.4270}=0.507.
\]

With one A pulse in five, about half of the cations are A.

Per nm² and supercycle, the film gains 4.40 A cations. The B cycles deposit 5.20 B cations, and the A pulse removes 0.93, leaving 4.27. Replacement supplies 0.93 of the A cations as well, since the exchange is one for one.

The premises can be relaxed in sequence. The pulse rule gives \(X=0.200\). If each cation is credited with the uptake on its own oxide, then

\[
X=\frac{0.30}{0.30+4(0.20)}=0.273.
\]

If uptake may depend on the surface but \(r=0\), equations (3) to (5) with \(c=0.40\) give \(X=0.384\). Restoring \(r=0.20\) gives 0.507.

The last increase is not due to the removed B alone. Since \(b_B/b_A=2\), the deposited B is \(D_B=0.80-J\) per column. A larger \(c\) lowers \(Q_A\), and this raises \(J\), because

\[
\frac{\partial J}{\partial Q_A}=-\frac{(1-Q_B)^2}{(1-Q_AQ_B)^2}<0 .
\]

Replacement therefore also lowers the later deposition of B, from 0.573 to 0.520 per column, by leaving more columns topped by A. The removed B and the lower deposition together would give only \(X=0.455\). The rest comes from the gain in A, since \(N_A\) rises from 0.357 to 0.440. The increments depend on the order in which the effects are switched on, so they are not separate material contributions.

**The first supercycles differ**

The periodic composition does not describe the first layers on a BO substrate. There \(x_0=0\), and the A pulse meets B in every column. It adds or inserts \(c=0.60\) A cations per column. The net gain of B in that supercycle is 0.394, after subtracting the B removed from the substrate. The resulting increment has \(X=0.604\).

The next two increments have \(X=0.535\) and \(0.515\), approaching 0.507. The net counts are linear in \(x_0\), so their deviations from the periodic values shrink by the factor 0.2624 per supercycle. The ratio \(X\) does not follow this geometric law strictly, because its denominator changes too. A film of few supercycles averages over these increments, and its composition can depend on thickness and substrate even though the recipe is constant.

**The same pulse ratio in longer blocks**

If the pulse ratio determined composition, 1:4 and 4:16 would give the same film average. Equations (3) to (5), with the parameters unchanged, give:

| Recipe | \(X\) |
|---|---:|
| 1:4 | 0.507 |
| 2:8 | 0.484 |
| 4:16 | 0.428 |
| 16:64 | 0.316 |
| 400:1600 | 0.274 |

The pulse fraction is 0.200 in every row. Composition in this model is therefore not a function of \(m/n\) alone.

The trend has a limit that follows from equation (3). Since \(1-Q_AQ_B\ge 1-Q_A\), we have \(J\le 1-Q_B\le 1\). The interface terms in equations (4) and (5) remain bounded, while \(ma_A\) and \(nb_B\) grow with block length. At fixed \(m/n\),

\[
X\rightarrow\frac{ma_A}{ma_A+nb_B}. \tag{6}
\]

For the present parameters this is 0.273. Long blocks recover the rule based on the growth of the pure oxides, not the pulse rule. Within each column they also produce thick layers of one oxide, so \(X\) is then an average over these layers rather than the local composition of a mixed oxide. Because the columns grow independently, the model does not keep the layers of different columns at the same height.

**When the authors' rule would hold**

The model also shows what the manuscript would have to establish. Suppose \(X=f\) for every positive \(m\) and \(n\), with \(a_A\) and \(b_B\) positive. Equation (6) with \(m=n\) first requires

\[
a_A=b_B=p.
\]

The condition \(X=f\) is equivalent to \(nN_A=mN_B\). Inserting equations (4) and (5), the terms \(mnp\) cancel. Dividing by the positive \(J\) leaves

\[
n\left(1-\frac{p}{c}\right)
=m\left(1-\frac{p}{b_A}-\frac{r}{c}\right).
\]

For \(m=n=1\) the two brackets must be equal. For \(m=1\), \(n=2\), twice the first must equal the second. Both brackets are therefore zero. The first gives \(c=p\), and the second then gives

\[
a_B+r=p,\qquad b_A=\frac{p^2}{p-r}. \tag{7}
\]

Conversely, these conditions together with \(a_A=b_B=p\) give \(N_A=mp\) and \(N_B=np\), so they are also sufficient. They require \(r<p\) and \(b_A\le1\).

Without replacement, equation (7) reduces to \(a_B=b_A=p\): all four uptakes must be equal. With replacement, B must grow faster on A than on B by just enough to restore what the A pulses remove. For \(p=0.50\) and \(r=0.10\), this means \(a_B=0.40\) and \(b_A=0.625\). If \(b_A\) is instead 0.50, the 1:4 recipe gives \(X=0.208\). Equal growth of the two pure oxides is thus necessary for the general rule, but not sufficient.

Agreement at one recipe would not establish the rule either. Keep \(a_A=0.30\), \(a_B=0.40\) and \(r=0.20\), and set \(b_A=0.40\). Solving \(X=0.200\) numerically for \(b_B\) by root finding, with the recipe 1:4, gives \(b_B=0.7375\). The agreement is then perfect by construction. With the same parameters, 4:16 gives \(X=0.137\). A measured composition of 20 percent at 1:4 would be compatible with such a cancellation.

**Etching without deposition**

Suppose now that the A precursor can remove a top B without leaving an A in its place. This exposes the cation underneath. Its identity depends on the history of the column, so \(x\) alone no longer determines the next state, and equations (2) to (5) cannot be used by merely adding a loss term.

One case remains simple. Let \(m=1\), \(r=0\) and \(a_A=0.30\), and let every B cycle add one B to every column, so \(b_A=b_B=1\). The single A pulse then always meets B. It adds A with probability \(a_B\), removes the top B with probability \(d\), and otherwise does nothing, with \(a_B+d\le1\). Whatever is exposed, the next B cycle covers it. Hence

\[
N_A=a_B,\qquad N_B=n-d,\qquad
X=\frac{a_B}{n+a_B-d}. \tag{8}
\]

The value of \(a_A\) plays no part, because no A pulse meets A. For \(n=4\), \(a_B=0.40\) and \(d=0.50\),

\[
X=\frac{0.40}{4+0.40-0.50}=0.103,
\]

compared with 0.091 for \(d=0\). Etching raises the A fraction without adding any A, and the film grows more slowly.

Both values lie below the pulse fraction of 0.200, whereas the earlier example lay far above it. The error of the pulse rule has no fixed sign. In this case etching even brings the composition closer to the pulse fraction, so closeness to that value is no evidence that etching is absent.

**Changes requested**

The authors should report a measured cation fraction and describe 1:4 as a recipe, not as a composition. Growth rates of the two pure oxides, converted to cations per column and cycle, would supply \(a_A\) and \(b_B\), but not \(a_B\), \(b_A\) or \(r\), which belong to the changes between materials. Measurements at several block lengths with the same pulse ratio would be a useful addition: a change in \(X\) beyond the measurement error would rule out the proposed rule directly. An unchanged \(X\) would not confirm it: with \(a_A=a_B=0.30\), \(b_A=b_B=0.20\) and \(r=0\), the interface terms vanish and \(X=0.273\) at every block length with \(m/n=1/4\).

If 20 percent A is the aim, the recipe must be chosen from retained cations. For the parameters of the first example, I kept \(m=1\) and raised \(n\) one cycle at a time in equations (4) and (5). The composition is 0.207 at \(n=14\) and 0.195 at \(n=15\), so 15 is the first integer that brings it to 0.20 or below. The corresponding pulse fraction is 0.0625. These numbers apply to the chosen parameters and are not a correction factor for other chemistries.

The limits of the model should be kept in view when it is compared with data. If B can also replace A, a second exchange term is needed. If the valences differ, charge balance changes the exchange from one for one: two trivalent A cations replace three divalent B cations when the oxygen is retained. Unsaturated pulses make the probabilities depend on dose, and diffusion can alter the top cation between pulses. Each of these changes the expressions for \(D_i\) and \(R_i\). The balance \(N_i=D_i-R_i\) remains the starting point, provided that cations moving into or out of the substrate are counted as well.

Numerical values quoted here were computed with a short program.
